# Linear and inverse field extrapolation of breakdown life in hafnia capacitors: a numerical check

```python
"""
Result under test: two breakdown-lifetime laws,
    linear  : ln t = A - gamma*E
    inverse : ln t = B + G/E
with equal lifetime and equal slope at the stress field Es obey
    ln(t_inverse/t_linear) = gamma*(Es - E)**2/E  >= 0   (gamma > 0, E > 0).
E: field magnitude in MV/cm; t: characteristic (63.2 %) lifetime in s;
gamma: field acceleration in cm/MV; G: inverse-law constant in MV/cm.
"Gap" means ln(t_other/t_linear) at the use field.
The example is a 10 nm ferroelectric hafnium-zirconium oxide capacitor
with rough typical parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def derivative(function, x):
    step = 1e-5 * x
    return (function(x + step) - function(x - step)) / (2 * step)


def match(shape, slope, stress, log_life, fixed=lambda field: 0.0):
    """Log-lifetime law B + c*shape(E) + fixed(E), matched at the stress field."""
    c = (slope - derivative(fixed, stress)) / derivative(shape, stress)
    return lambda field: (log_life + c * (shape(field) - shape(stress))
                          + fixed(field) - fixed(stress))


def inverse(field):
    return 1.0 / field


def gap_formula(gamma, stress, field):
    return gamma * (stress - field) ** 2 / field


# General test: slopes are taken from the lifetime itself, not its logarithm.
rng = np.random.default_rng(7)
for trial in range(300):
    s = rng.uniform(1.0, 8.0)
    g = rng.uniform(0.5, 5.0)
    e = s * rng.uniform(0.2, 2.0)
    log_s = rng.uniform(0.0, 8.0)
    for sign in (1, -1):
        def life(field):
            return np.exp(log_s - sign * g * (field - s))
        law = match(inverse, derivative(life, s) / life(s), s, log_s)
        difference = law(e) - np.log(life(e))
        assert abs(difference - sign * gap_formula(g, s, e)) < 1e-4
        if abs(e / s - 1) > 0.02:
            assert sign * difference > 0

# Worked example
Es, Eu, gamma, ts = 4.0, 2.0, 5.0, 100.0
T1, T2 = 300.0, 358.0
thickness_nm = 10.0
year = const.Julian_year
log_ts = np.log(ts)


def log_linear(field):
    return log_ts - gamma * (field - Es)


log_inverse = match(inverse, -gamma, Es, log_ts)
gap = log_inverse(Eu) - log_linear(Eu)
G = (log_inverse(Eu) - log_inverse(Es)) / (1 / Eu - 1 / Es)
assert abs(G - gamma * Es**2) < 1e-5
assert abs(gap - gap_formula(gamma, Es, Eu)) < 1e-6
near_gap = log_inverse(0.95 * Es) - log_linear(0.95 * Es)

# Convexity: integral of the second derivative gives the tangent gap.
remainder = quad(lambda u: (u - Eu) * 2 * G / u**3, Eu, Es)[0]
assert abs(remainder - gap) < 1e-6

# Fields allowed for a ten-year characteristic life
target = np.log(10 * year)
L = target - log_ts
E_lin = brentq(lambda f: log_linear(f) - target, 0.01, Es)
E_inv = brentq(lambda f: log_inverse(f) - target, 0.01, Es)
assert abs(E_lin - (Es - L / gamma)) < 1e-7
assert abs(E_inv - gamma * Es**2 / (gamma * Es + L)) < 1e-7
assert abs(E_inv - E_lin - L**2 / (gamma * (gamma * Es + L))) < 1e-7

# Matching at two fields instead of by a tangent
E1, E2 = 3.8, 4.2
two_logs = np.array([log_linear(E1), log_linear(E2)])
B2, G2 = np.linalg.solve([[1, 1 / E1], [1, 1 / E2]], two_logs)


def two_point_gap(field):
    return B2 + G2 / field - log_linear(field)


for e in (1.0, Eu, 4.0, 5.0):
    assert abs(two_point_gap(e) - gamma * (e - E1) * (e - E2) / e) < 1e-8
assert two_point_gap(Eu) > 0 > two_point_gap(Es)

# Other laws with the same life and slope
power_gap = match(np.log, -gamma, Es, log_ts)(Eu) - log_linear(Eu)
square_gap = match(np.square, -gamma, Es, log_ts)(Eu) - log_linear(Eu)
assert abs(power_gap - gamma * (Es * np.log(Es / Eu) - Es + Eu)) < 1e-6
assert abs(square_gap + gamma * (Es - Eu) ** 2 / (2 * Es)) < 1e-6
assert square_gap < 0 < power_gap < gap

# Ten per cent error in the measured slope
steep = 1.1 * gamma
shift_lin = match(lambda f: f, -steep, Es, log_ts)(Eu) - log_linear(Eu)
shift_inv = match(inverse, -steep, Es, log_ts)(Eu) - log_inverse(Eu)
assert abs(shift_lin - 0.1 * gamma * (Es - Eu)) < 1e-6
assert abs(shift_inv - 0.1 * gamma * Es * (Es - Eu) / Eu) < 1e-6

# Tunnelling: life inversely proportional to Fowler-Nordheim current
prefactor_law = match(inverse, -gamma, Es, log_ts, lambda f: -2 * np.log(f))
prefactor_gap = prefactor_law(Eu) - log_linear(Eu)
expected = gap + 2 * (np.log(Es / Eu) - Es / Eu + 1)
assert abs(prefactor_gap - expected) < 1e-6 and prefactor_gap > 0
mass_ratio = 0.2
mass = mass_ratio * const.m_e
barrier = (3 * const.hbar * const.e * G * 1e8
           / (4 * np.sqrt(2 * mass))) ** (2 / 3)
barrier_eV = barrier / const.e
onset = barrier_eV / (thickness_nm * 1e-9) / 1e8


def wkb_exponent(field):
    force = const.e * field * 1e8
    end_nm = min(barrier / force * 1e9, thickness_nm)

    def integrand(x_nm):
        height = max(barrier - force * x_nm * 1e-9, 0.0)
        return 2 * np.sqrt(2 * mass * height) / const.hbar * 1e-9
    return quad(integrand, 0, end_nm)[0]


for e in (Es, Eu):
    assert e > onset and abs(wkb_exponent(e) / (G / e) - 1) < 1e-6
low_field = 1.0
low_wkb = wkb_exponent(low_field)
low_formula = G / low_field * (1 - (1 - low_field / onset) ** 1.5)
assert abs(low_wkb / low_formula - 1) < 1e-6 and low_wkb < G / low_field

# Interface layer in series with the ferroelectric film
d_i, eps_f, eps_i, polarization = 0.5, 30.0, 20.0, 20.0
d_f = thickness_nm - d_i


def interface_field(field, charge_uC_cm2):
    charge_field = charge_uC_cm2 * 0.01 / const.epsilon_0 / 1e8
    matrix = [[d_f, d_i], [-eps_f, eps_i]]
    return np.linalg.solve(matrix, [field * thickness_nm, charge_field])[1]


layer = {}
for fraction in (0.05, 1.0):
    charge = fraction * polarization
    law = match(lambda f: 1 / interface_field(f, charge), -gamma, Es, log_ts)
    E0 = charge * 0.01 * d_f / (const.epsilon_0 * eps_f * thickness_nm) / 1e8
    layer_gap = law(Eu) - log_linear(Eu)
    assert abs(layer_gap - gamma * (Es - Eu) ** 2 / (Eu + E0)) < 1e-5
    assert 0 < layer_gap < gap
    layer[fraction] = (E0, layer_gap, interface_field(Eu, charge))

# Temperature: ln t = constant + (enthalpy - dipole*E)/(k*T)
k_eV = const.k / const.e
activation = 0.6
dipole = gamma * k_eV * T1
enthalpy = activation + dipole * Es


def log_hot(field):
    return (log_ts - activation / (k_eV * T1)
            + (enthalpy - dipole * field) / (k_eV * T2))


hot_inverse = match(inverse, derivative(log_hot, Es), Es, log_hot(Es))
hot_gap = hot_inverse(Eu) - log_hot(Eu)
assert abs(hot_gap - gap * T1 / T2) < 1e-5
assert abs(log_hot(Es) - log_ts
           - activation / k_eV * (1 / T2 - 1 / T1)) < 1e-9

# Weakest-link scaling, tested by sampling the first failure of ten parts
beta = 1.5
test_area, cell_area, cells, failed = 1000.0, 0.01, 1e6, 1e-4
area_ratio = cells * cell_area / test_area


def weibull_shift(ratio, fraction):
    return (np.log(-np.log1p(-fraction)) - np.log(ratio)) / beta


first = rng.weibull(beta, size=(200000, 10)).min(axis=1)
sampled = np.log(np.quantile(first, 0.01))
# Sampling error of this log-quantile is about 0.015.
assert abs(sampled - weibull_shift(10, 0.01)) < 0.08
array_shift = weibull_shift(area_ratio, failed)

t_lin, t_inv = np.exp(log_linear(Eu)), np.exp(log_inverse(Eu))
print(f"stress field {Es:.1f}, use field {Eu:.1f} MV/cm")
print(f"life at stress {ts:.0f} s; gamma {gamma:.1f} cm/MV")
print(f"film thickness {thickness_nm:.1f} nm; temperature {T1:.0f} K")
print(f"inverse-law constant G {G:.2f} MV/cm")
print(f"ln(life/stress life), linear {log_linear(Eu) - log_ts:.3f}")
print(f"ln(life/stress life), inverse {log_inverse(Eu) - log_ts:.3f}")
print(f"linear life at use {t_lin:.3e} s = {t_lin / const.day:.1f} days")
print(f"inverse life at use {t_inv:.3e} s = {t_inv / year:.0f} years")
print(f"gap at use {gap:.3f}; life ratio {np.exp(gap):.3e}")
print(f"gap at {0.95 * Es:.2f} MV/cm {near_gap:.4f}")
print(f"convexity integral {remainder:.3f}")
print(f"linear life at zero field {np.exp(log_linear(0.0)):.3e} s")
print(f"ten years {10 * year:.4e} s; L = {L:.3f}")
print(f"ten-year field, linear {E_lin:.3f} MV/cm")
print(f"ten-year field, inverse {E_inv:.3f} MV/cm")
print(f"two-point match at {E1:.1f} and {E2:.1f} MV/cm:")
print(f"  gap at use {two_point_gap(Eu):.3f}")
print(f"  gap at {Es:.1f} MV/cm {two_point_gap(Es):.4f}")
print(f"power-law exponent {gamma * Es:.1f}; gap {power_gap:.3f}")
print(f"concave square-field law, gap {square_gap:.3f}")
print(f"slope +10 %: shift of ln life, linear {shift_lin:.3f}")
print(f"slope +10 %: shift of ln life, inverse {shift_inv:.3f}")
print(f"gap with Fowler-Nordheim prefactor {prefactor_gap:.3f}")
print(f"tunnelling mass {mass_ratio:.2f} electron masses")
print(f"barrier that gives G {barrier_eV:.3f} eV")
print(f"triangular barrier only above {onset:.3f} MV/cm")
print(f"at {low_field:.1f} MV/cm: WKB exponent {low_wkb:.2f}")
print(f"at {low_field:.1f} MV/cm: G/E {G / low_field:.2f}")
print(f"interface layer {d_i:.1f} nm, permittivity {eps_i:.0f}")
print(f"ferroelectric layer {d_f:.1f} nm, permittivity {eps_f:.0f}")
print(f"polarization {polarization:.0f} uC/cm2")
for fraction, (E0, layer_gap, local) in layer.items():
    print(f"uncompensated part {100 * fraction:.0f} %:")
    print(f"  field offset {E0:.3f} MV/cm; gap {layer_gap:.3f}")
    print(f"  interface field at use {local:.2f} MV/cm")
print(f"activation energy at stress field {activation:.2f} eV")
print(f"effective dipole {dipole * 100:.2f} e*angstrom")
print(f"zero-field enthalpy {enthalpy:.3f} eV")
print(f"{T2:.0f} K: life at stress field {np.exp(log_hot(Es)):.3f} s")
print(f"{T2:.0f} K: gamma {-derivative(log_hot, Es):.3f} cm/MV")
print(f"{T2:.0f} K: gap {hot_gap:.3f}")
print(f"{T2:.0f} K: linear life at use {np.exp(log_hot(Eu)):.3e} s")
print(f"{T2:.0f} K: inverse life at use {np.exp(hot_inverse(Eu)):.3e} s")
print(f"Weibull shape {beta:.1f}; test area {test_area:.0f} um2")
print(f"array: {cells:.0e} cells of {cell_area:.2f} um2")
print(f"array/test area {area_ratio:.1f}; failed fraction {failed:.0e}")
print(f"array shift of ln life {array_shift:.3f}")
print(f"array {T1:.0f} K, linear {t_lin * np.exp(array_shift):.3e} s")
print(f"array {T1:.0f} K, inverse {t_inv * np.exp(array_shift):.3e} s")
print(f"array {T2:.0f} K, linear {np.exp(log_hot(Eu) + array_shift):.3e} s")
print(f"array {T2:.0f} K, inverse "
      f"{np.exp(hot_inverse(Eu) + array_shift):.3e} s")
print("verified")
```

Running it gives:

```
stress field 4.0, use field 2.0 MV/cm
life at stress 100 s; gamma 5.0 cm/MV
film thickness 10.0 nm; temperature 300 K
inverse-law constant G 80.00 MV/cm
ln(life/stress life), linear 10.000
ln(life/stress life), inverse 20.000
linear life at use 2.203e+06 s = 25.5 days
inverse life at use 4.852e+10 s = 1537 years
gap at use 10.000; life ratio 2.203e+04
gap at 3.80 MV/cm 0.0526
convexity integral 10.000
linear life at zero field 4.852e+10 s
ten years 3.1558e+08 s; L = 14.965
ten-year field, linear 1.007 MV/cm
ten-year field, inverse 2.288 MV/cm
two-point match at 3.8 and 4.2 MV/cm:
  gap at use 9.900
  gap at 4.0 MV/cm -0.0500
power-law exponent 20.0; gap 3.863
concave square-field law, gap -2.500
slope +10 %: shift of ln life, linear 1.000
slope +10 %: shift of ln life, inverse 2.000
gap with Fowler-Nordheim prefactor 9.386
tunnelling mass 0.20 electron masses
barrier that gives G 1.900 eV
triangular barrier only above 1.900 MV/cm
at 1.0 MV/cm: WKB exponent 53.92
at 1.0 MV/cm: G/E 80.00
interface layer 0.5 nm, permittivity 20
ferroelectric layer 9.5 nm, permittivity 30
polarization 20 uC/cm2
uncompensated part 5 %:
  field offset 0.358 MV/cm; gap 8.483
  interface field at use 3.45 MV/cm
uncompensated part 100 %:
  field offset 7.153 MV/cm; gap 2.185
  interface field at use 13.39 MV/cm
activation energy at stress field 0.60 eV
effective dipole 12.93 e*angstrom
zero-field enthalpy 1.117 eV
358 K: life at stress field 2.328 s
358 K: gamma 4.190 cm/MV
358 K: gap 8.380
358 K: linear life at use 1.015e+04 s
358 K: inverse life at use 4.423e+07 s
Weibull shape 1.5; test area 1000 um2
array: 1e+06 cells of 0.01 um2
array/test area 10.0; failed fraction 1e-04
array shift of ln life -7.675
array 300 K, linear 1.022e+03 s
array 300 K, inverse 2.252e+07 s
array 358 K, linear 4.710e+00 s
array 358 K, inverse 2.053e+04 s
verified
```
